\section*{Carrier-induced index change from the absorption change: two derivations}

\section{Result and conditions}

A semiconductor holding an injected carrier density $\rho$ has an absorption coefficient $\alpha(E;\rho)$ and a refractive index $n(E;\rho)$ at photon energy $E$. Let $\Delta$ denote the value with the injected carriers minus the value without them, at the same photon energy. Then, for $E>0$,
\begin{equation}
\Delta n(E;\rho)=\frac{\hbar c}{\pi}\,P\!\int_0^\infty
\frac{\Delta\alpha(x;\rho)}{x^2-E^2}\,dx ,
\label{main}
\end{equation}
where $P$ denotes the principal value. Energies are in eV and absorption coefficients in cm$^{-1}$, so $\hbar c=1.97327\times10^{-5}$ eV\,cm.

Fields vary as $e^{-i\omega t}$, and the complex index is $N=n+i\kappa$. A forward wave is proportional to $e^{i\omega Nz/c}$, so its intensity varies as $e^{-2\omega\kappa z/c}$ and
\begin{equation}
\alpha=\frac{2\omega\kappa}{c}.
\label{alpha}
\end{equation}
Since $\mathrm{Im}\,\varepsilon=2n\kappa$, for $n>0$ positive $\kappa$ means loss and negative $\kappa$ means gain.

Both derivations use the following conditions.
\begin{itemize}
\item The medium is isotropic and nonmagnetic, and its response to the probe is linear. The carrier density, carrier distribution and temperature are steady, and they are the same at every probe energy.
\item $\Delta\alpha$ is the change inside the medium. A change in transmission must first be corrected for the change in surface reflection.
\item $N$ is continuous for $\omega>0$ and smooth near the energy of interest. At high frequency $N-1$ falls as $\omega^{-2}$, because the electrons then respond as free masses. At low frequency $N$ is finite or, in a conductor, grows as $\omega^{-1/2}$.
\end{itemize}
These conditions alone are not sufficient. Each derivation adds one more, which excludes unstable media; an unstable medium that violates (\ref{main}) is given below.

The density is a fixed label in (\ref{main}). The integral joins values of one function of energy, and that function must belong to one state of the medium. The change $\Delta\alpha$ need not be small.

\section{First derivation: analyticity in frequency}

\subsection{The permittivity has an analytic square root}

For a local response, the polarization depends on the field at earlier times through a real kernel $\chi(t)$:
\begin{equation}
\varepsilon(\omega)=1+\int_0^\infty\chi(t)e^{i\omega t}\,dt .
\end{equation}
The kernel $\chi(t)$ is taken to be bounded; in a conductor it tends to a constant at long times. In the upper half plane $e^{i\omega t}$ decays exponentially with $t$, so the integral converges and $\varepsilon$ is analytic there. Since $\chi$ is real, $\varepsilon(-\omega^*)=\varepsilon(\omega)^*$.

The index is $N=\sqrt{\varepsilon}$, and a square root has a branch point where $\varepsilon$ has a simple zero. Causality of $\varepsilon$ does not exclude such a zero. The extra condition is that, for real $\omega>0$, $\varepsilon(\omega)$ never lies on the half-line $(-\infty,0]$. At $\omega=0$ either $\varepsilon(0)$ is finite and positive, or $\varepsilon\simeq is/\omega$ with $s>0$, which describes a positive static conductivity.

Take a closed contour that runs along the real axis, passes above $\omega=0$ on a semicircle of radius $r$, and closes on a large arc in the upper half plane. Its image under $\varepsilon$ avoids $(-\infty,0]$ on every part:
\begin{itemize}
\item for $\omega>0$ by the condition, and for $\omega<0$ by complex conjugation;
\item on the large arc because $\varepsilon\to1$;
\item on the small arc because $\varepsilon$ is either close to $\varepsilon(0)>0$ or, with $\omega=re^{i\theta}$, close to $(s/r)e^{i(\pi/2-\theta)}$, whose phase lies between $-\pi/2$ and $\pi/2$.
\end{itemize}
Let $a\ge0$. The point $-a$ can be moved to infinity along the negative axis without meeting the image curve, so the curve does not wind around $-a$. By the argument principle, $\varepsilon+a$ has no zero inside the contour. Letting the large arc grow and the small arc shrink shows that $\varepsilon$ takes no value in $(-\infty,0]$ anywhere in the upper half plane. The square root with positive real part is therefore analytic there. It tends to 1 at high frequency and obeys $N(-\omega)=N(\omega)^*$ on the real axis, so $n$ is even and $\kappa$ is odd.

A medium with $\mathrm{Im}\,\varepsilon>0$ at all $\omega>0$ and the stated behaviour at $\omega=0$ meets the condition. So does a medium with gain, provided that $\mathrm{Re}\,\varepsilon>0$ wherever $\mathrm{Im}\,\varepsilon\le0$.

\subsection{Cauchy's theorem}

Let both states satisfy these conditions, and let $\Delta N$ be the difference of their indices. For real $\omega>0$, integrate $\Delta N(\omega')/(\omega'-\omega)$ around the same contour, with a second small semicircle above $\omega'=\omega$. Nothing singular is enclosed, so the sum of all parts is zero.
\begin{itemize}
\item On the large arc of radius $R$, the integrand is of order $R^{-3}$ and the length is $\pi R$. The contribution vanishes.
\item On the arc around zero, the integrand is at most of order $r^{-1/2}$ and the length is $\pi r$. The contribution vanishes as $r^{1/2}$.
\item The semicircle above $\omega$ is traversed clockwise and gives $-i\pi\Delta N(\omega)$.
\end{itemize}
Hence
\begin{equation}
P\!\int_{-\infty}^{\infty}\frac{\Delta N(\omega')}{\omega'-\omega}\,d\omega'
=i\pi\,\Delta N(\omega).
\label{hilbert}
\end{equation}
The imaginary part of the right side is $\pi\Delta n$, so
\begin{equation}
\Delta n(\omega)=\frac1\pi P\!\int_{-\infty}^{\infty}
\frac{\Delta\kappa(\omega')}{\omega'-\omega}\,d\omega' .
\end{equation}
In the negative half of the range put $\omega'=-u$. Since $\Delta\kappa(-u)=-\Delta\kappa(u)$,
\begin{equation}
\int_{-\infty}^0\frac{\Delta\kappa(\omega')}{\omega'-\omega}d\omega'
=\int_0^\infty\frac{-\Delta\kappa(u)}{-u-\omega}du
=\int_0^\infty\frac{\Delta\kappa(u)}{u+\omega}du .
\end{equation}
Adding the two halves with $1/(u-\omega)+1/(u+\omega)=2u/(u^2-\omega^2)$ gives
\begin{equation}
\Delta n(\omega)=\frac2\pi P\!\int_0^\infty
\frac{u\,\Delta\kappa(u)}{u^2-\omega^2}\,du .
\label{kappa}
\end{equation}
By (\ref{alpha}), $u\,\Delta\kappa(u)=c\,\Delta\alpha(u)/2$, which turns the prefactor into $c/\pi$. With $x=\hbar u$ and $E=\hbar\omega$, the differential supplies $1/\hbar$ and the denominator supplies $\hbar^2$. The prefactor becomes $\hbar c/\pi$, and (\ref{main}) follows.

\section{Second derivation: no signal before the front}

\subsection{A causal kernel for the index}

Let a forward wave enter a medium that extends far beyond the depth $L$, so that no wave returns. Compared with travel through vacuum, the field at depth $L$ is multiplied by
\begin{equation}
H_L(\omega)=\exp\!\left[\frac{i\omega L}{c}\,(N(\omega)-1)\right].
\end{equation}
Two physical assumptions are made. If the field at the entrance is zero for $t<0$, the field at depth $L$ is zero for $t<L/c$. Also, the response at fixed depth does not grow without limit in time, so that $H_L$ at real frequencies is the transform of the actual response. In time measured from the arrival of the vacuum front, the kernel of $H_L$ then vanishes for $t<0$. The same holds for the kernel of $(H_L-1)/L$, since the constant 1 corresponds to a pulse at $t=0$.

Now let $L\to0$:
\begin{equation}
\frac{H_L(\omega)-1}{L}\;\to\;\frac{i\omega}{c}\,(N(\omega)-1).
\end{equation}
The right side falls as $\omega^{-1}$ at high frequency and is bounded at low frequency, so it is square integrable. The left side is bounded by a constant times its modulus, so the limit holds in the mean-square sense and the limiting kernel $g(t)$ also vanishes for $t<0$.

Define the kernel of the index itself by
\begin{equation}
K(t)=\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\,(N(\omega)-1)\,e^{-i\omega t}.
\end{equation}
Differentiation brings down $-i\omega$, so $dK/dt=-c\,g(t)$, and $K$ is constant for $t<0$. Because $N-1$ is absolutely integrable, $K\to0$ as $t\to-\infty$. The constant is zero, and $K(t)=0$ for $t<0$. Subtracting the kernels of the two states gives a real kernel $\Delta K(t)$ for $\Delta N$ that also vanishes for $t<0$.

\subsection{From the sine transform to the cosine transform}

For $t>0$ we have $\Delta K(-t)=0$, so
\begin{equation}
\Delta K(t)=\Delta K(t)-\Delta K(-t)
=\int_{-\infty}^{\infty}\frac{d\omega'}{2\pi}\,\Delta N(\omega')\,(-2i\sin\omega't).
\end{equation}
The even part $\Delta n$ drops out against the odd sine. The part $i\Delta\kappa$ gives $i(-2i)=2$, and its integrand is even:
\begin{equation}
\Delta K(t)=\frac2\pi\int_0^\infty\Delta\kappa(\omega')\sin\omega't\,d\omega' .
\label{sine}
\end{equation}
The absorption change alone therefore fixes the kernel. The index change is its cosine transform,
\begin{equation}
\Delta n(\omega)=\lim_{\eta\to0^+}\int_0^\infty\Delta K(t)\,e^{-\eta t}\cos\omega t\,dt .
\label{cosine}
\end{equation}
The factor $e^{-\eta t}$ averages $\Delta N$ over a Lorentzian of width $\eta$, and this average returns $\Delta N(\omega)$ as $\eta\to0$ wherever $\Delta N$ is continuous. Insert (\ref{sine}) and do the time integral first, which is allowed because $\Delta\kappa$ is absolutely integrable. With $2\sin\omega't\cos\omega t=\sin(\omega'+\omega)t+\sin(\omega'-\omega)t$ and $\int_0^\infty e^{-\eta t}\sin qt\,dt=q/(q^2+\eta^2)$, the time integral is
\begin{equation}
\frac12\left[\frac{\omega'+\omega}{(\omega'+\omega)^2+\eta^2}
+\frac{\omega'-\omega}{(\omega'-\omega)^2+\eta^2}\right]
\to P\,\frac{\omega'}{\omega'^2-\omega^2}.
\end{equation}
The second term is odd about $\omega'=\omega$, which is why its limit is a principal value. Multiplication by $(2/\pi)\Delta\kappa(\omega')$ and integration give (\ref{kappa}), and (\ref{main}) follows as before.

\section{What each derivation assumes}

The first derivation starts from a local, causal permittivity and needs a separate condition on its values at real frequencies. That condition can be checked directly in a model. The second starts from the wave and assumes that nothing arrives before the vacuum front and that the response at fixed depth does not grow in time. It uses no contour and no condition on zeros, but its stability assumption cannot be read from an absorption spectrum alone.

An unstable medium shows why these extra assumptions matter. With energies in eV, take
\begin{equation}
\varepsilon(E)=1-\frac{2}{1-E^2-0.5\,iE}.
\end{equation}
Its poles lie in the lower half plane, so $\varepsilon$ is causal, and the numerical test confirms at 1 eV that it obeys its own dispersion relation. However, $\varepsilon(0)=-1$. The zeros satisfy $E^2+0.5\,iE+1=0$, and with $E=iy$ this becomes $y^2+0.5y-1=0$. The positive root is $y_0=-0.25+\sqrt{1.0625}=0.781$. The index has a branch point at $iy_0$, and the actual response contains a part that grows as $e^{y_0t/\hbar}$ times a power of $t$. This breaks the stability assumption of the second derivation.

In the first derivation the contour must now pass around a cut from $0$ to $iy_0$. On the cut $\varepsilon(iy)$ is negative. With $q(y)=\sqrt{|\varepsilon(iy)|}$, the index is $+iq$ on the left side and $-iq$ on the right. Going up the left side and down the right adds
\begin{equation}
-2\int_0^{y_0}\frac{q\,dy}{iy-E}
=2\int_0^{y_0}\frac{q\,(E+iy)}{E^2+y^2}\,dy
\end{equation}
to the contour sum. The imaginary part of that sum shows that the index exceeds the value computed from absorption by
\begin{equation}
\frac2\pi\int_0^{y_0}\frac{y\,q(y)}{E^2+y^2}\,dy .
\end{equation}
At 1 eV the true $n-1$ is 0.6005 and the absorption integral gives 0.5176. The difference, 0.0829, equals the cut term.

\section{Finite data and two limits}

\subsection{Removing the singularity}

An antiderivative of $1/(x^2-E^2)$ is $(2E)^{-1}\ln|(x-E)/(x+E)|$, which vanishes at $x=0$ and at infinity. Leaving out the interval from $E-\delta$ to $E+\delta$ gives $(2E)^{-1}\ln[(2E+\delta)/(2E-\delta)]$, which tends to zero with $\delta$. Hence $P\int_0^\infty dx/(x^2-E^2)=0$, and
\begin{equation}
\Delta n(E)=\frac{\hbar c}{\pi}\int_0^\infty
\frac{\Delta\alpha(x)-\Delta\alpha(E)}{x^2-E^2}\,dx .
\end{equation}
The integrand is now finite at $x=E$. A constant $\Delta\alpha$ over all energies would give no index change.

Extra absorption below the probe energy lowers the index and extra absorption above it raises the index, because $x^2-E^2$ changes sign. If the data end at $b>E$ and the principal value in (\ref{main}) is taken over $0$ to $b$, the missing part is at most $(\hbar c/\pi)\int_b^\infty|\Delta\alpha|/(x^2-E^2)\,dx$ in magnitude. The subtracted form cannot simply be cut at $b$, because $P\!\int_0^b dx/(x^2-E^2)=(2E)^{-1}\ln[(b-E)/(b+E)]$ is not zero. The term $(\hbar c/\pi)\,\Delta\alpha(E)\,(2E)^{-1}\ln[(b-E)/(b+E)]$ must be added. In the worked example below, at $E=1.2$ eV with $b=2$ eV, this term is $+0.0146$, about ten times the magnitude of $\Delta n$ itself.

\subsection{Drude carriers in a flat host}

Free carriers with optical mass $m_{\rm opt}$ (for electron-hole pairs the reduced mass of electron and hole) and a constant damping energy $\gamma$ add
\begin{equation}
\Delta\varepsilon=-\frac{D}{E(E+i\gamma)}
=-\frac{D}{E^2+\gamma^2}+\frac{i\gamma D}{E(E^2+\gamma^2)},
\qquad D=\frac{\hbar^2e^2\rho}{\varepsilon_0m_{\rm opt}} .
\end{equation}
For a small change in a host of constant real index $n_0$, $\Delta N=\Delta\varepsilon/(2n_0)$. With $\Delta\alpha=2E\Delta\kappa/(\hbar c)$,
\begin{equation}
\Delta\alpha=\frac{D\gamma}{n_0\hbar c\,(E^2+\gamma^2)},\qquad
\Delta n=-\frac{D}{2n_0(E^2+\gamma^2)} .
\label{drude}
\end{equation}
Relation (\ref{main}) connects the two. Partial fractions give
\begin{equation}
\frac{1}{(x^2+\gamma^2)(x^2-E^2)}=\frac{1}{E^2+\gamma^2}
\left[\frac{1}{x^2-E^2}-\frac{1}{x^2+\gamma^2}\right].
\end{equation}
The first term integrates to zero and the second to $-\pi/(2\gamma)$. The factors $\gamma$ and $\hbar c$ cancel, leaving the stated $\Delta n$. For $E\gg\gamma$ the index change no longer depends on damping, although the absorption at $E$ is proportional to it. This describes the Drude form with constant $\gamma$. In a real semiconductor at photon energies well above the thermal energy, free-carrier absorption depends on the scattering mechanism and on transitions between bands, and need not follow (\ref{drude}).

\subsection{High energy and the area of the spectrum}

Let $W$ be the total oscillator strength, defined by $\varepsilon\to1-W/E^2$ at high energy. Then $\Delta n\to-\Delta W/(2E^2)$. In (\ref{main}), $1/(x^2-E^2)\to-1/E^2$ over the range that carries the area, so $\Delta n\to-(\hbar c/\pi E^2)\int_0^\infty\Delta\alpha\,dx$. A tail $\Delta\alpha=A/x^2$ above some energy $X$ does not alter this. Exactly, $1/(x^2-E^2)=-1/E^2+x^2/[E^2(x^2-E^2)]$, and the last term adds $(A/E^2)\,P\!\int_X^\infty dx/(x^2-E^2)$ to the integral. For $E>X$ this principal value is $(2E)^{-1}\ln[(E+X)/(E-X)]$, which tends to zero as $X/E^2$. Equating the two forms gives
\begin{equation}
\int_0^\infty\Delta\alpha\,dE=\frac{\pi\,\Delta W}{2\hbar c}.
\label{sum}
\end{equation}
Moving electrons from one band to another does not change their number, so in a nonrelativistic description $\Delta W=0$ and the area is zero. For injected pairs, new infrared absorption must then be balanced by reduced absorption elsewhere. If instead a net electron density $\rho$ is added to the region, as under a gate, $\Delta W=\hbar^2e^2\rho/(\varepsilon_0m_e)$ with the free-electron mass, and the area is not zero: about 110 eV\,cm$^{-1}$ for $10^{18}$ cm$^{-3}$. The flat host above does not become vacuum at high energy, so (\ref{sum}) does not apply to it.

\section{Worked example}

The model permittivity is a sum of terms $S_j/(E_j^2-E^2-iG_jE)$ added to 1. A host line has $S=160$ eV$^2$ at 4 eV, and an edge line has $S=0.01$ eV$^2$ at 1.2 eV. All dampings are 0.05 eV. Injection of $10^{18}$ cm$^{-3}$ electron-hole pairs with $m_{\rm opt}=0.1\,m_e$ adds a Drude term with $D=0.01379$ eV$^2$. To conserve $W$, the same strength is taken from the edge line, leaving $0.01000-0.01379=-0.00379$ eV$^2$. The edge transition is inverted, and the absorption at 1.2 eV changes from 3722 to $-307$ cm$^{-1}$, which is net gain. In both states $\varepsilon$ at real energies stays off the half-line $(-\infty,0]$ and its zeros lie in the lower half plane, so (\ref{main}) applies with the root of positive real part.

The index change from the absorption integral agrees with that from $\sqrt{\varepsilon}$ at all eight tested energies. Four of them are:
\begin{center}
\begin{tabular}{rrr}
$E$ (eV) & $\Delta\alpha$ (cm$^{-1}$) & $\Delta n$ \\
0.02 & 3842 & $-0.182$ \\
0.80 & 6.35 & $-0.00572$ \\
1.20 & $-4029$ & $-0.00151$ \\
1.30 & $-250$ & $+0.00623$
\end{tabular}
\end{center}
At 0.02 eV the small-change formula $\mathrm{Re}[\Delta\varepsilon/(2N)]$, with $N$ the index before injection, gives $-0.718$, about four times too large in magnitude. There $|\Delta\varepsilon|=D/(E\sqrt{E^2+\gamma^2})\approx12.8$, which exceeds the host permittivity of about 11. Relation (\ref{main}) still holds.

At 0.8 eV the contributions of three energy windows are
\begin{equation}
\Delta n=(-3.123-2.595-0.004)\times10^{-3}=-5.72\times10^{-3}
\end{equation}
from 0 to 0.5 eV, from 0.5 to 2 eV, and above 2 eV. Data that began at 0.5 eV would miss 55\% of the result. The host index is 3.381, so (\ref{drude}) gives
\begin{equation}
-\frac{0.01379}{2(3.381)(0.64+0.0025)}=-3.17\times10^{-3},
\end{equation}
within 2\% of the infrared contribution. The two are not the same quantity: the window cuts off the Drude tail, and the formula treats the host as flat. The strength lost by the edge line gives, for a small change and with its damping neglected,
\begin{equation}
-\frac{0.01379}{2(3.381)(1.44-0.64)}=-2.55\times10^{-3}.
\end{equation}
The two estimates add to $-5.72\times10^{-3}$. In this model, bleaching of the edge contributes about 80\% as much as the free carriers, although $\Delta\alpha$ at the probe energy is only 6.35 cm$^{-1}$, the remainder of about $+16.4$ from the Drude term and $-10.1$ from the tail of the bleached line. The share is set by the choice to remove all the strength at 1.2 eV; conservation of $W$ does not fix that energy. By the two estimates the ratio is $(E^2+\gamma^2)/(E_j^2-E^2)$ for strength removed at $E_j$, which is 0.40 for 1.5 eV and 0.06 for 3.4 eV. The 80\% is therefore not a prediction for a real material.

Suppose now that the spectrum below 0.5 eV is taken at half the density and the rest at full density. The integral gives $-4.16\times10^{-3}$. This is 27\% smaller in magnitude than the true value at full density, and 45\% larger than the true value at half density, $-2.86\times10^{-3}$. The joined spectrum describes neither state.

The area rule also holds numerically. A Drude term added without bleaching gives an area of 1097.6 eV\,cm$^{-1}$, equal to $\pi D/(2\hbar c)$. With bleaching, the area is zero to within rounding. The remaining values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
hbar c = 1.973270e-05 eV cm
injected density = 1.0e+18 cm^-3, optical mass = 0.1 m_e
host line: strength 160.0 eV^2, centre 4.0 eV, damping 0.05 eV
edge line: strength 0.01 eV^2, centre 1.2 eV, damping 0.05 eV
Drude weight D = 0.013788 eV^2, damping 0.05 eV
edge strength after injection = -0.003788 eV^2
empty: largest imaginary part of a zero of eps = -0.02500 eV
injected: largest imaginary part of a zero of eps = -0.02500 eV
absorption at 1.2 eV, empty = 3722.4 cm^-1
absorption at 1.2 eV, injected = -306.8 cm^-1 (negative: gain)
E (eV) | dalpha (cm^-1) | dn from absorption | dn from sqrt(eps)
 0.02 |    3841.632 | -1.816419e-01 | -1.816419e-01
 0.10 |     888.158 | -1.708771e-01 | -1.708771e-01
 0.20 |     251.418 | -5.068123e-02 | -5.068123e-02
 0.80 |       6.350 | -5.721493e-03 | -5.721493e-03
 1.10 |    -209.413 | -9.902208e-03 | -9.902208e-03
 1.20 |   -4029.155 | -1.514939e-03 | -1.514939e-03
 1.30 |    -249.614 | 6.233823e-03 | 6.233823e-03
 3.00 |      -0.425 | 2.983411e-05 | 2.983411e-05
small-change formula for dn at 0.02 eV = -0.7179
pi D/(2 hbar c) = 1097.610 eV/cm
area of dalpha, Drude term without bleaching = 1097.610 eV/cm
area of dalpha, injection / (pi D/(2 hbar c)) = -3.7e-12
host index at 0.8 eV = 3.38069
Drude estimate of dn at 0.8 eV = -3.173992e-03
dn at 0.8 eV from 0 to 0.5 eV = -3.122623e-03
dn at 0.8 eV from 0.5 to 2 eV = -2.595108e-03
dn at 0.8 eV from above 2 eV = -3.761362e-06
dn at 0.8 eV, all energies = -5.721493e-03
dn at 0.8 eV, half density, from sqrt(eps) = -2.859535e-03
dn at 0.8 eV, infrared at half density, rest at full = -4.159539e-03
relative error of the joined spectrum = -27.3 %
unstable medium: strength -2 eV^2, centre 1 eV, damping 0.5 eV
its zero of eps lies at +i times 0.78078 eV
n - 1 at 1 eV: true 0.600485, from absorption 0.517578
difference = 0.082907, branch-cut term = 0.082907
\end{verbatim}
